Internal displacement and the elastic-constant identity of the Keating diamond model

## First half: from the bond energy to the relaxed strain energy

### 1. Crystal, bonds and symbols

The diamond crystal has cubic lattice constant a and consists of two face-centred cubic sublattices, called 1 and 2. It is convenient to measure lengths in

b = a/4.

An atom of sublattice 1 has four neighbours, all on sublattice 2. The vectors to them are r_i = b s_i with

s_1 = (1, 1, 1)
s_2 = (1, −1, −1)
s_3 = (−1, 1, −1)
s_4 = (−1, −1, 1).

Seen from an atom of sublattice 2, the four bond vectors are −b s_i. The scalar products of the s_i are

s_i·s_i = 3, and s_i·s_j = −1 for i ≠ j.

For example, s_1·s_2 = 1 − 1 − 1 = −1. The bond length d therefore obeys d² = 3b², and two different bonds at one atom have

r_i·r_j = −b² = −d²/3.

This is the tetrahedral angle, whose cosine is −1/3. The primitive cell holds one atom of each sublattice and four bonds. Its volume is a³/4 = 16b³.

Hartree atomic units are used: energies in hartree and lengths in bohr.

### 2. The energy of the model

The model assigns to the crystal the static energy

U = A Σ_bonds (r·r − d²)² + B Σ_angles (r_i·r_j + d²/3)²,

A = 2α/a², B = 2β/a², with α > 0 and β > 0.

Each bond is counted once. The second sum runs over all atoms and, at each atom, over the six unordered pairs of bonds. The constants α and β have the unit hartree/bohr².

The size of α can be read off from one bond that is lengthened by a small amount δ. Then r·r − d² ≈ 2dδ, and the first term of U contributes

A (2dδ)² = (2α/a²) · 4 · (3a²/16) · δ² = (3/2) α δ².

In this normalisation the first term acts as a spring of constant 3α. The second term penalises a change of the scalar product r_i·r_j. Such a change comes from a change of angle, but also from a change of bond length at fixed angle, so β is a bending constant with some stretching mixed in.

All brackets in U vanish in the undeformed crystal. Since U is a sum of squares, the undeformed crystal has the lowest possible energy, U = 0, and it is free of stress. The model contains no thermal motion, no zero-point motion and no Coulomb forces between charged sublattices.

### 3. Strain and internal displacement

A homogeneous deformation maps every lattice vector R to F R, where F is a 3 × 3 matrix. This fixes the positions of equivalent atoms relative to one another. It does not fix the position of sublattice 2 relative to sublattice 1, because no lattice vector joins them. The relative displacement of the sublattices is an internal degree of freedom, and the crystal chooses it so as to lower its energy.

One could fear that the atoms lower the energy further by moving differently in different cells. To second order in small quantities this brings no gain, for the following reason. At fixed strain, the second-order energy is a sum of squares of expressions linear in the atomic displacements, as section 4 will show. Such a function is convex: the energy of an average of several displacement patterns is at most the average of their energies. Take any pattern that is periodic in some large cell, and form the average of all its copies shifted by lattice vectors. All copies have the same energy, so the average pattern has an energy no higher than the original. The average pattern is the same in every primitive cell. A lowest-energy pattern can therefore be found among the rigid shifts of one sublattice against the other.

The deformed bonds are accordingly written as

r_i′ = F (b s_i + w).

Here w is the displacement of sublattice 2 relative to sublattice 1, expressed before F acts. The displacement in the deformed crystal is F w, which equals w to first order.

The energy needs scalar products of bonds alone:

r_i′·r_j′ = (b s_i + w)·FᵀF (b s_j + w).

The symmetric strain E is defined by FᵀF = 1 + 2E. A rotation Q that follows the deformation changes F to QF and leaves FᵀF unchanged, since QᵀQ = 1. Rotations therefore cost no energy in this model. For small deformations, E is the usual symmetric part of the displacement gradient.

Two combinations of strain components will be needed:

t = E_xx + E_yy + E_zz,
g = (E_yz, E_xz, E_xy).

The first is the relative change of volume to first order. The second collects the shears into three components. The engineering shears are twice as large, for example γ_yz = 2E_yz.

### 4. Expansion to second order

Let q_ij be the change of the scalar product r_i·r_j. Multiplying out gives

q_ij = r_i′·r_j′ − r_i·r_j
 = 2b² s_i·E s_j + b w·(s_i + s_j)
 + w·w + 2b (s_i·E w + w·E s_j) + 2 w·E w.

The second line is of first order in the small quantities E and w. The third line is of second or higher order. Because U contains squares of q_ij, the third line enters the energy at third order at the earliest. The complete second-order energy thus follows from

q_ij = 2b² s_i·E s_j + b w·(s_i + s_j). (first order)

This simplification rests on the fact that every bracket in U vanishes in the reference crystal. Absence of stress alone would not be enough, because stretching and bending terms with nonzero brackets can balance each other. The second-order parts of q_ij would then be multiplied by nonzero constants and would have to be kept.

The energy per primitive cell is

W = A Σ_i q_ii² + 2B Σ_{i<j} q_ij².

The factor 2 in the second term counts the two atoms of the cell. The atom on sublattice 2 has the bonds −r_i′, and the two minus signs cancel in each scalar product. Both atoms therefore contribute the same six squares. The first term has no such factor, because the cell holds four bonds and each is counted once.

### 5. The stretching sum

For i = j the strain enters through

s·E s = E_xx s_x² + E_yy s_y² + E_zz s_z² + 2(E_yz s_y s_z + E_xz s_x s_z + E_xy s_x s_y).

Every component of s is ±1, so the squares are 1. In addition, each of the four vectors has s_x s_y s_z = 1. Multiplying this by s_x gives s_y s_z = s_x, and likewise s_x s_z = s_y and s_x s_y = s_z. Hence

s·E s = t + 2 g·s.

With w·(s_i + s_i) = 2 w·s_i, the change of squared bond length becomes

q_ii = 2b² (t + 2 g·s_i) + 2b w·s_i
 = 2b² t + 2b (2b g + w)·s_i.

Shear and internal displacement act on the bond lengths through one vector, 2b g + w. To sum the squares, two properties of the tetrahedron are needed:

Σ_i s_i = 0, Σ_i (s_i·v)² = 4 v·v for any vector v.

The first can be seen component by component. For the second, the squares of components give 4 v_x² + 4 v_y² + 4 v_z². The mixed terms contain sums such as Σ_i s_ix s_iy = Σ_i s_iz = 0. Therefore

Σ_i q_ii² = 4 · (2b² t)² + 0 + 4b² · 4 |2b g + w|²
 = 16b⁴ t² + 16b² |2b g + w|².

The zero is the cross term between t and the vector, which is proportional to Σ_i s_i.

### 6. The bending sum

The six pairs fall into three couples, one for each axis, according to the sum s_i + s_j:

x: s_1 + s_2 = (2, 0, 0), s_3 + s_4 = (−2, 0, 0)
y: s_1 + s_3 = (0, 2, 0), s_2 + s_4 = (0, −2, 0)
z: s_1 + s_4 = (0, 0, 2), s_2 + s_3 = (0, 0, −2).

Consider the x couple. For the first pair, s_1 has all components equal to 1, so s_1·E s_2 is the sum of the components of E s_2:

s_1·E s_2 = (E_xx − E_xy − E_xz) + (E_xy − E_yy − E_yz) + (E_xz − E_yz − E_zz)
 = E_xx − E_yy − E_zz − 2E_yz.

For the second pair, the diagonal strains have the coefficients (−1)(−1) = 1, (1)(−1) = −1 and (−1)(1) = −1. The coefficient of each shear is a sum of two products:

E_xy: (−1)(−1) + (1)(−1) = 0
E_xz: (−1)(1) + (−1)(−1) = 0
E_yz: (1)(1) + (−1)(−1) = 2.

Hence

s_3·E s_4 = E_xx − E_yy − E_zz + 2E_yz.

With the abbreviation D_k = 2E_kk − t, the diagonal part of both expressions is D_x. The two changes of scalar product are

q_12 = 2b² (D_x − 2g_x) + 2b w_x = 2b² D_x − 2b (2b g_x − w_x),
q_34 = 2b² (D_x + 2g_x) − 2b w_x = 2b² D_x + 2b (2b g_x − w_x).

In the sum of their squares the cross terms cancel:

q_12² + q_34² = 8b⁴ D_x² + 8b² (2b g_x − w_x)².

The cyclic exchange x → y → z → x leaves s_1 unchanged and carries s_2 into s_3, s_3 into s_4 and s_4 into s_2. It carries the x couple into the y couple and that into the z couple. The other two couples therefore give the same expression with y or z in place of x, and

Σ_{i<j} q_ij² = 8b⁴ (D_x² + D_y² + D_z²) + 8b² |2b g − w|².

The internal displacement appears here with the opposite sign to that in the stretching sum. This sign difference is the source of the competition treated next.

### 7. Elimination of the internal displacement

Inserting both sums in W gives

W = 16A b⁴ t² + 16B b⁴ Σ_k D_k² + 16b² f,
f = A |h + w|² + B |h − w|², h = 2b g.

The displacement w occurs in f alone, and there it is coupled to shear and not to the diagonal strains. The meaning is clearest for a single shear γ_yz = γ, for which h = (bγ, 0, 0). A shift w_x = −bγ would keep all four bond lengths unchanged to first order. A shift w_x = +bγ would keep all six scalar products of different bonds unchanged, again to first order. The crystal cannot do both, and it settles on a compromise weighted by the two force constants.

Setting the derivative of f with respect to w equal to zero gives

2A (h + w) − 2B (h − w) = 0,
(A + B) w = −(A − B) h.

The solution is

w = −ζ h = −ζ (a/2) g, ζ = (A − B)/(A + B) = (α − β)/(α + β),

where 2b = a/2 was used. The second derivative, 2(A + B), is positive, so this is the minimum. The number ζ is the internal-strain parameter. It is 1 when the bonds keep their lengths under shear, and 0 when the atoms follow the homogeneous deformation.

At the minimum,

h + w = (1 − ζ) h = [2B/(A + B)] h,
h − w = (1 + ζ) h = [2A/(A + B)] h.

The lowest value of f is therefore

f_min = (4AB² + 4BA²)/(A + B)² · |h|² = 4AB/(A + B) · |h|².

Without relaxation, w = 0 and f = (A + B)|h|². The two stiffnesses then add, as for springs side by side that share one extension. After relaxation they combine as for springs in series: the two extensions h + w and h − w have the fixed sum 2h, and f_min = AB/(A + B) · |2h|². The softer one then has the greater influence, and it dominates when the two stiffnesses are very different.

With |h|² = 4b² |g|², the relaxed energy per primitive cell is

W_rel = 16A b⁴ t² + 16B b⁴ Σ_k D_k² + 256 b⁴ · AB/(A + B) · |g|².

## Second half: elastic constants, the identity and epitaxial films

### 8. Symbols and results carried over

The cubic lattice constant is a, b = a/4, and d is the bond length. The bond vectors are b s_i, with s_1 = (1, 1, 1). The model constants are α for stretching and β for bending, with A = 2α/a² and B = 2β/a². The symmetric strain is E, its trace is t, its shears form g = (E_yz, E_xz, E_xy), and D_k = 2E_kk − t. The changes of the scalar products of bonds are q_ij. The displacement of sublattice 2 relative to sublattice 1 is w. For a relaxed crystal

w = −ζ (a/2) g, ζ = (α − β)/(α + β),

and the energy per primitive cell of volume 16b³ is

W_rel = 16A b⁴ t² + 16B b⁴ Σ_k D_k² + 256 b⁴ · AB/(A + B) · |g|².

For arbitrary w the last term is replaced by 16b² (A |2b g + w|² + B |2b g − w|²).

### 9. The three elastic constants

Division by the cell volume gives the energy density

u = A b t² + B b Σ_k D_k² + 16b · AB/(A + B) · |g|².

The middle sum is expanded with Σ_k E_kk = t:

Σ_k D_k² = Σ_k (4E_kk² − 4t E_kk + t²) = 4 Σ_k E_kk² − 4t² + 3t² = 4 Σ_k E_kk² − t².

Hence

u = b (A − B) t² + 4b B Σ_k E_kk² + 16b · AB/(A + B) · |g|².

The elastic constants of a cubic crystal are defined by

u = ½ C11 Σ_k E_kk² + C12 (E_xx E_yy + E_yy E_zz + E_zz E_xx) + ½ C44 (γ_yz² + γ_xz² + γ_xy²).

Each engineering shear is twice the tensor component, so the last term equals 2 C44 |g|². In the expression for u, t² contributes Σ_k E_kk² plus twice the three mixed products. Comparing coefficients gives

½ C11 = b (A − B) + 4b B = b (A + 3B),
C12 = 2b (A − B),
2 C44 = 16b AB/(A + B).

Finally 2bA = 2 · (a/4) · (2α/a²) = α/a, and likewise 2bB = β/a. The constant C44 is written as 4 (2bA)(2bB)/(2bA + 2bB). The result is

C11 = (α + 3β)/a,
C12 = (α − β)/a,
C44 = 4αβ/[a(α + β)].

### 10. The identity

Three elastic constants depend on two quantities, α/a and β/a, so there must be a relation between them. The combinations that isolate the parameters are

C11 − C12 = 4β/a,
C11 + 3C12 = 4α/a,
C11 + C12 = 2(α + β)/a.

The product of the first two is 16αβ/a². On the other side,

2 C44 (C11 + C12) = 2 · 4αβ/[a(α + β)] · 2(α + β)/a = 16αβ/a².

Therefore

**2 C44 (C11 + C12) = (C11 − C12)(C11 + 3C12).**

The converse also holds. Suppose the constants of a cubic crystal satisfy the identity, and both C11 − C12 and C11 + 3C12 are positive. Then α = a(C11 + 3C12)/4 and β = a(C11 − C12)/4 are positive, and the model with these values reproduces all three constants. This does not show that the forces in the crystal have the form assumed in the model. It shows that the elastic constants alone cannot rule it out.

### 11. The identity as a statement about relaxation

If the sublattices are clamped at w = 0, the shear part of the energy density is

16b² (A + B) · 4b² |g|² / (16b³) = 4b (A + B) |g|².

Equating this to 2 C44⁰ |g|² gives the clamped constant

C44⁰ = 2b (A + B) = (α + β)/a = (C11 + C12)/2.

The constants C11 and C12 are the same with and without clamping, because diagonal strains do not couple to w. The ratio of relaxed to clamped shear constant is

C44/C44⁰ = 4αβ/(α + β)² = 1 − ζ².

The last step uses (α + β)² − (α − β)² = 4αβ. The internal-strain parameter can itself be written in elastic constants:

ζ = (α − β)/(α + β) = 2C12/(C11 + C12).

Inserting this in C44 = C44⁰ (1 − ζ²) leads back to the identity:

C44 = ½ (C11 + C12) · [(C11 + C12)² − 4C12²]/(C11 + C12)²
 = (C11 − C12)(C11 + 3C12)/[2(C11 + C12)].

In this model the identity thus says how much the freedom of the sublattices softens the crystal against shear. With the clamped constant in place of C44, the left side exceeds the right side by the factor 1/(1 − ζ²).

Two limits show the physics. When β becomes small compared with α, ζ tends to 1 and

C44 → 4β/a.

The bonds then keep their lengths under shear, and the resistance comes from bending alone. The clamped constant would tend to α/a, which is wrong by a factor that grows without bound. When α = β, ζ = 0 and C12 = 0. No relaxation occurs, because stretching and bending pull the sublattices with equal strength in opposite directions. The anisotropy ratio is

2C44/(C11 − C12) = 2α/(α + β),

which equals 1 for α = β. In that case the crystal is elastically isotropic.

### 12. What preserves and what breaks the identity

Suppose the two sublattices have different bending constants β_1 and β_2, but the same tetrahedral reference. Both kinds of atom see the same scalar products, so 2B is replaced by B_1 + B_2. All results hold with β = (β_1 + β_2)/2, and the identity survives. This covers a compound of two elements whose short-range forces consist of the two terms of U alone. Its Coulomb forces are not covered.

A further force constant generally spoils the relation. As an example, add at each atom a coupling between the stretching of different bonds,

G Σ_{i<j} (r_i·r_i − d²)(r_j·r_j − d²), G = 2σ/a².

With two atoms per cell, the added energy per cell is

2G Σ_{i<j} q_ii q_jj = G [(Σ_i q_ii)² − Σ_i q_ii²].

From q_ii = 2b² t + 2b (2b g + w)·s_i and Σ_i s_i = 0 one finds Σ_i q_ii = 8b² t. The sum of squares is 16b⁴ t² + 16b² |2b g + w|². The added energy is then

G (48b⁴ t² − 16b² |2b g + w|²).

Compared with the original terms 16A b⁴ t² and 16A b² |2b g + w|², this replaces A by A + 3G in the first and by A − G in the second. A change of volume now feels α + 3σ, while the shears collected in g feel α − σ. The difference C11 − C12 = 4β/a, which measures the resistance to volume-conserving diagonal strains, does not contain σ. The stretching energy remains positive if α + 3σ and α − σ are both positive, and the averaging argument for a rigid sublattice shift then still applies. Consequently

C11 = (α + 3σ + 3β)/a,
C12 = (α + 3σ − β)/a,
C44 = 4(α − σ)β/[a(α − σ + β)].

The ratio of the left side of the identity to the right side becomes

(α − σ)(α + β + 3σ)/[(α + 3σ)(α + β − σ)].

It equals 1 at σ = 0 and differs from 1 for other allowed σ, since numerator minus denominator is −4σβ. A measured violation larger than the experimental error therefore signals physics outside the two-constant model, but does not by itself say which.

The identity also refers to small strains about the unstressed crystal. The stiffness of a crystal that is already strained contains the higher-order terms dropped in section 4, and the derivation makes no statement about it.

### 13. Epitaxial films

A thin film grown coherently on a thick substrate takes over the substrate's in-plane lattice. Let the in-plane strain be e in all directions of the plane, and let the surface be free of traction. The film then chooses the strain e_⊥ along its normal n so as to minimise the energy. For the (001) and (111) planes, n is a fourfold and a threefold rotation axis of the elastic energy. This symmetry forbids a linear coupling between the strain considered here and shears that tilt the normal, so those shears vanish.

The minimum has the form u = M e². The in-plane stress is M e, because two equal stresses do the work du = 2M e de. The constant M is the biaxial modulus.

For the (001) film, E_xx = E_yy = e, E_zz = e_⊥, and g = 0:

u = ½ C11 (2e² + e_⊥²) + C12 (e² + 2e e_⊥).

The condition ∂u/∂e_⊥ = C11 e_⊥ + 2C12 e = 0 gives

e_⊥/e = −2C12/C11,
M(001) = C11 + C12 − 2C12²/C11.

In the last term, ½ C11 e_⊥² contributes +2C12²/C11 and 2C12 e e_⊥ contributes −4C12²/C11, each times e². Since g = 0, there is no internal displacement, and C44 enters neither M(001) nor e_⊥/e.

For the (111) film, n = (1, 1, 1)/√3 and

E = e · 1 + (e_⊥ − e) n nᵀ.

All entries of n nᵀ are 1/3. Each diagonal strain is therefore (2e + e_⊥)/3, and each component of g is (e_⊥ − e)/3. With K = C11 + 2C12, which is three times the bulk modulus, the energy density is

u = (K/6)(2e + e_⊥)² + (2/3) C44 (e_⊥ − e)².

Setting the derivative with respect to e_⊥ to zero gives

K (2e + e_⊥) + 4C44 (e_⊥ − e) = 0,
e_⊥/e = −2(K − 2C44)/(K + 4C44).

It follows that 2e + e_⊥ = 12C44 e/(K + 4C44) and e_⊥ − e = −3K e/(K + 4C44). Inserting both,

M(111) = (24K C44² + 6K² C44)/(K + 4C44)² = 6K C44/(K + 4C44),
1/M(111) = 1/(6C44) + 2/(3K).

Here the internal displacement matters. Since g = (e_⊥ − e) n/√3, the sublattices shift along the normal by

w·n = −ζ a (e_⊥ − e)/(2√3).

For stretched films with ζ > 0 this is positive: the bond b s_1, which lies along n, is lengthened by the shift.

### 14. Worked example

The round parameters α = 0.030 and β = 0.009 hartree/bohr², with a = 10 bohr, stand for no particular material. The elastic constants are

C11 = (0.030 + 0.027)/10 = 0.00570 hartree/bohr³ (167.7 GPa),
C12 = (0.030 − 0.009)/10 = 0.00210 hartree/bohr³ (61.8 GPa),
C44 = 4 · 0.030 · 0.009/(10 · 0.039) = 0.00277 hartree/bohr³ (81.5 GPa).

The right side of the identity is 0.0036 · 0.0120 = 4.32 × 10⁻⁵ (hartree/bohr³)². The left side, 2 C44 · 0.0078 with the unrounded C44, has the same value. These constants were also obtained from a periodic eight-atom cell in which the atoms could move independently. The response was tested to be a rigid sublattice shift, as the averaging argument allows.

The internal-strain parameter is ζ = 0.021/0.039 = 0.538, so 1 − ζ² = 0.710. The clamped constant is 0.00390 hartree/bohr³, which is 41 per cent above the relaxed one. A stretch–stretch constant σ = 0.001 hartree/bohr² changes the ratio of the two sides to

0.029 · 0.042/(0.033 · 0.038) = 0.971,

a violation of about 3 per cent relative to the right side.

For the films, K = 0.0057 + 0.0042 = 0.0099 hartree/bohr³. The formulas of section 13 give

M(001) = 0.00625 hartree/bohr³ (184.0 GPa), e_⊥/e = −0.737,
M(111) = 0.00784 hartree/bohr³ (230.7 GPa), e_⊥/e = −0.416.

With clamped sublattices M(111) would be 0.00908 hartree/bohr³, which is 16 per cent above the relaxed value. The error is smaller than the 41 per cent in C44 because clamping changes the first term of 1/M(111) and leaves the term 2/(3K) as it is. Minimising the full nonlinear energy at in-plane strains of +0.001 and −0.001 confirms the moduli. Each sign alone differs from the linear value by about 0.1 per cent, in opposite directions, and the mean of the two, given in the numerical output, agrees to the digits shown.

At one per cent in-plane tension, the linear formula gives a (111) sublattice shift of 0.0220 bohr; nonlinear terms change this by less than one per cent. The bond along the normal has length d = 4.330 bohr. The homogeneous strain alone would change it by 0.01 · (−0.416) · 4.330 = −0.0180 bohr. With the shift added, the bond becomes longer by about 0.004 bohr, although the film as a whole becomes thinner. In this example, the sign of the bond-length change cannot be inferred from the macroscopic strain without the internal displacement.

Computed results

```
INPUT
alpha = 0.030 hartree/bohr^2
beta = 0.009 hartree/bohr^2
a = 10.0 bohr
bond length d = 4.3301 bohr
ELASTIC CONSTANTS (eight-atom cell)
C11 = 0.005700 hartree/bohr^3 = 167.7 GPa
C12 = 0.002100 hartree/bohr^3 = 61.8 GPa
C44 relaxed = 0.002769 hartree/bohr^3 = 81.5 GPa
C44 clamped = 0.003900 hartree/bohr^3 = 114.7 GPa
zeta = 0.53846 (no unit)
1 - zeta^2 = 0.71006 (no unit)
IDENTITY
C11-C12 = 0.003600 hartree/bohr^3
C11+3C12 = 0.012000 hartree/bohr^3
C11+C12 = 0.007800 hartree/bohr^3
left side = 4.320000e-05 (hartree/bohr^3)^2
right side = 4.320000e-05 (hartree/bohr^3)^2
left/right with clamped C44 = 1.40833 (no unit)
sigma = 0.001 hartree/bohr^2
left/right with sigma = 0.97129 (no unit)
EPITAXIAL FILMS (linear elasticity)
M(001) = 0.006253 hartree/bohr^3 = 184.0 GPa
normal/in-plane strain (001) = -0.73684 (no unit)
M(111) relaxed = 0.007842 hartree/bohr^3 = 230.7 GPa
normal/in-plane strain (111) = -0.41584 (no unit)
M(111) clamped = 0.009085 hartree/bohr^3 = 267.3 GPa
normal/in-plane strain (111) clamped = -0.16471 (no unit)
M(111) clamped/relaxed = 1.15853 (no unit)
(111) sublattice shift at e=0.01 = 0.02201 bohr
NONLINEAR MINIMISATION AT e = +-0.001 (mean)
M(001) = 0.006253 hartree/bohr^3
M(111) relaxed = 0.007842 hartree/bohr^3
M(111) clamped = 0.009085 hartree/bohr^3
(111) shift per unit strain = 2.2008 bohr
(111) shift, linear formula = 2.2008 bohr
```
